The VV10 constant β from the uniform electron gas

1. What a wrong constant does

The VV10 nonlocal correlation energy contains an attractive integral over pairs of points and a constant β for each electron. If β is left out, a uniform electron gas with b = 5.9 receives a spurious energy of −135.26 meV per electron. If b is changed to 10 while β keeps its value for b = 5.9, the error is 135.26 − 61.30 = +73.96 meV per electron. In both cases the semilocal functional, which is meant to supply the correlation energy of the uniform gas, is no longer alone in doing so.

An error Δβ adds NΔβ to the energy of N electrons. It cancels from an energy difference at fixed N, such as an adhesion energy. It remains in total energies, and it shifts the ionization energy E(N−1) − E(N) by −Δβ. A correct adhesion curve is therefore no evidence that β is correct.

2. Definitions and the condition

Hartree atomic units are used: ħ, the electron mass, the elementary charge and 4πε₀ are one. The total electron density is n(r), and R = |r − r′|. The functional is

E = ∫ d³r n(r) [β + ½ ∫ d³r′ n(r′) Φ(r,r′)],

Φ = −3 / [2 g g′ (g + g′)].

Here g = ω₀(r)R² + κ(r), and g′ is the same expression with ω₀ and κ taken at r′. The local quantities are

ω₀² = C|∇n/n|⁴ + ωp²/3,  ωp² = 4πn,

κ = b vF²/ωp,  vF = (3π²n)^(1/3).

The parameters b and C are positive. κ can also be written as an explicit power of the density. Inserting vF and ωp gives

κ = b (3π²n)^(2/3) / [2(πn)^(1/2)]
 = b · ½ · 3^(2/3) π^(5/6) n^(1/6)
 = b (3π/2) [n/(9π)]^(1/6).

The last form follows because 3 · 9^(−1/6) = 3^(2/3) and π · π^(−1/6) = π^(5/6).

The condition imposed is that E per electron vanishes in an infinite gas of uniform density, for every n > 0. It concerns the nonlocal term alone and does not say that the gas has no correlation energy. Since the functional sees the total density and not the spin densities, the result holds for any spin polarization of the uniform gas.

3. Derivation

In a uniform gas ∇n = 0, so C drops out and ω₀ = ωp/√3. The two points have equal densities, hence g = g′ and

Φ = −3 / [2 g² (2g)] = −3/(4g³).

The energy per electron is β + (n/2)∫Φ d³R. Setting it to zero gives

β = (3n/8) ∫ d³R / (ω₀R² + κ)³.  (1)

The natural length of the kernel is ℓ = √(κ/ω₀). With R = ℓt we have g = κ(1 + t²) and d³R = 4πℓ³t² dt, so

∫ d³R / g³ = (4πℓ³/κ³) ∫₀^∞ t²/(1 + t²)³ dt.  (2)

An antiderivative of the last integrand is

G(t) = (1/8) [arctan t + t(t² − 1)/(1 + t²)²].

To verify it, put both derivatives over (1 + t²)³. The arctangent contributes the numerator (1 + t²)² = 1 + 2t² + t⁴. The fraction contributes

(3t² − 1)(1 + t²) − 4t²(t² − 1) = −1 + 6t² − t⁴.

The sum is 8t², and the factor 1/8 restores t². Since G(0) = 0 and G(∞) = π/16, the integral equals π/16. With ℓ³ = (κ/ω₀)^(3/2), equation (2) becomes

∫ d³R / g³ = π²ℓ³/(4κ³) = π² / [4(ω₀κ)^(3/2)],

and equation (1) becomes

β = 3π²n / [32(ω₀κ)^(3/2)].  (3)

The plasma frequency cancels from the product in the denominator:

ω₀κ = (ωp/√3)(b vF²/ωp) = b vF²/√3.

Its power 3/2 is b^(3/2) vF³ / 3^(3/4), and vF³ = 3π²n. The density therefore cancels too:

β = 3^(3/4) / (32 b^(3/2)) = (1/32)(3/b²)^(3/4).  (4)

The condition is linear in β, so this value is the unique solution for a given b. It is an energy per electron in hartree.

Direct quadrature of the pair energy, starting from the definitions, was compared with −β for b = 1, 5.9, 6 and 15 at n = 10⁻⁴, 10⁻², 1 and 10 bohr⁻³. The largest misfit relative to β was 4.4 × 10⁻¹⁶.

4. Why one constant serves every density

Suppose κ were proportional to n^p. Since ω₀ is proportional to n^(1/2), the pair energy per electron would scale as

n · n^(−3/4) · n^(−3p/2) = n^(1/4 − 3p/2).

A constant can cancel this at all densities only if p = 1/6. The choice κ = b vF²/ωp has that power, because 2/3 − 1/2 = 1/6. Quadrature with κ = 10 n^p, between n = 0.01 and 0.1 bohr⁻³, gave the exponents 0.25, 0 and −0.25 for p = 0, 1/6 and 1/3. Anyone who alters the density dependence of κ must therefore expect to lose the cancellation, whatever constant is used.

The nonlocal potential also vanishes in the uniform gas. The energy per volume is zero for every n, so its derivative with respect to n is zero. In this derivative the constant gives +β and the pair term gives −β.

Equation (4) also shows how β follows a refitted b. For small changes, dβ/β = −(3/2) db/b. Going from b = 5.9 to 6.0 lowers β from 135.26 to 131.89 meV, or by 2.5 per cent. Keeping the old constant would leave an error of 3.37 meV per electron in the uniform gas.

5. Worked example at the valence density of lead

Take fcc lead with a rough lattice constant of 0.495 nm and four valence electrons per atom, and spread these electrons evenly. The cubic cell holds four atoms, so

n = 4 · 4 / (0.495 nm)³ = 131.9 nm⁻³,

which is 0.01955 bohr⁻³. The Fermi energy of this gas is 9.45 eV and its plasmon energy is 13.49 eV. These are values of the free-electron model, not measurements on lead.

In atomic units vF = 0.8334 and ωp = 0.4956. With b = 5.9,

ω₀ = 0.4956/√3 = 0.2862,

κ = 5.9 · 0.8334² / 0.4956 = 8.268,

ω₀κ = 2.3658 (from unrounded factors).

Equation (3) then gives

β = 3π² · 0.01955 / (32 · 2.3658^(3/2)) = 0.00497 hartree.

Equation (4) gives the same value without the density:

β = (1/32)(3/5.9²)^(3/4) = 0.004971 hartree = 135.26 meV.

The pair energy found by quadrature is −135.26 meV per electron.

6. How far the gas must extend

The cancellation needs electrons on all sides, out to several lengths ℓ. In the uniform gas

ℓ² = κ/ω₀ = √3 b vF²/ωp² = √3 b (3π²n)^(2/3) / (4πn),

so ℓ is proportional to n^(−1/6). The reach grows slowly as the gas is diluted. In the example ℓ = 0.2844 nm.

If the pair integral around a point is limited to a ball of radius R = xℓ, the fraction obtained is G(x)/G(∞):

F(x) = (2/π) [arctan x + x(x² − 1)/(1 + x²)²].

The energy per electron at the centre is then β(1 − F). For large x the missing integrand is close to t⁻⁴, whose integral from x to infinity is 1/(3x³). Dividing by π/16 gives

1 − F ≈ 16/(3πx³).

At x = 1 the fraction term vanishes and arctan 1 = π/4, so F = 1/2. For the density of the example the residuals are:

R = 0.2844 nm: 67.6 meV
R = 1 nm: 4.60 meV
R = 2 nm: 0.64 meV
R = 5 nm: 0.04 meV

These numbers have two readings. They give the local energy per electron at the centre of a uniform ball, and they give the error made in an infinite gas when a code cuts the pair integral at R but keeps the full β. A cutoff at 1 nm loses 3.4 per cent of the pair energy at this density. At a lower density the same cutoff loses more, because ℓ is longer.

At a sharp flat face half of the surroundings are missing. If the gradient at the face is ignored, symmetry gives a residual of β/2 = 67.63 meV for an electron at the face. The density at a real surface falls smoothly, so this value sets a scale and is not a surface energy.

7. A weakly modulated gas

A real density is not uniform, and the failure of the cancellation can be calculated for a weak wave

n(r) = n₀ + δ(r),  δ = n₀A cos(qx).

The gradient term in ω₀² is of order A⁴ and drops out at order A². Write the pair integrand as P(n₁,n₂) = n₁n₂Φ, where the indices mark the two points, and let subscripts on P denote derivatives at n₁ = n₂ = n₀. The average of δ is zero, so the first change of the energy per volume is

½ ∫ d³R [½P₁₁⟨δ²⟩ + ½P₂₂⟨δ′²⟩ + P₁₂⟨δδ′⟩].

With X the component of the separation along x, the averages are

⟨δ²⟩ = ⟨δ′²⟩ = n₀²A²/2,  ⟨δδ′⟩ = (n₀²A²/2) cos(qX).

The uniform energy per volume, βn + ½∫P(n,n)d³R, is zero for all n. Its second derivative therefore vanishes too:

∫ d³R (P₁₁ + 2P₁₂ + P₂₂) = 0.

This replaces ½∫(P₁₁ + P₂₂) by −∫P₁₂. After division by n₀, the energy per electron is

ΔE = (n₀A²/4) ∫ d³R P₁₂ [cos(qX) − 1].  (5)

To find P₁₂, define η = (n/g) dg/dn. Since ω₀ varies as n^(1/2) and κ as n^(1/6),

η = (½t² + 1/6)/(1 + t²) = ½ − u/3,  u = 1/(1 + t²).

The logarithmic derivative of Φ with respect to g is −1 − g/(g + g′), which equals −3/2 at g = g′. The mixed second logarithmic derivative of ln Φ is gg′/(g + g′)² = 1/4. Hence

n∂Φ/∂n₁ = n∂Φ/∂n₂ = −(3/2)ηΦ,

n²∂²Φ/∂n₁∂n₂ = (9/4 + 1/4)η²Φ = (5/2)η²Φ.

Differentiating the product n₁n₂Φ once in each density gives

P₁₂ = Φ(1 − 3η + 5η²/2)
 = Φ(1/8 + u/6 + 5u²/18).  (6)

Because Φ = −3u³/(4κ³), we need the transforms of u³, u⁴ and u⁵. Let k = qℓ, a > 0 and

Jm(a) = ∫ d³t cos(kt_x)/(a² + t²)^m.

For m = 2, integration over the two transverse directions gives π/(a² + t_x²), and the remaining cosine integral gives

J₂ = π² e^(−ka)/a.

Differentiation with respect to a² raises the power: J(m+1) = −[1/(2ma)] dJm/da. Three applications, followed by a = 1, yield

J₃ = (π²/4)F₃,  F₃ = (1 + k)e^(−k),

J₄ = (π²/8)F₄,  F₄ = (1 + k + k²/3)e^(−k),

J₅ = (5π²/64)F₅,  F₅ = (1 + k + 2k²/5 + k³/15)e^(−k).

Relative to π²/4 the prefactors are 1, 1/2 and 5/16. Multiplied by the coefficients in (6), they become 1/8, 1/12 and 25/288. The common factor in (5) is

(n₀A²/4) · (3ℓ³/4κ³) · (π²/4) = βA²/2,

because (3n₀/8) · π²ℓ³/(4κ³) = β. The minus sign of Φ turns cos − 1 into 1 − cos, and the result is

ΔE = ½βA² [(1 − F₃)/8 + (1 − F₄)/12 + 25(1 − F₅)/288].  (7)

Each F is the transform of a positive function divided by its value at k = 0, so it does not exceed one. To this order a wave raises the nonlocal energy.

For long waves the expansions are F₃ ≈ 1 − k²/2, F₄ ≈ 1 − k²/6 and F₅ ≈ 1 − k²/10, which give

ΔE ≈ (49/1152) βA²k².

The energy vanishes as the gas becomes locally uniform. For short waves the F terms vanish and ΔE tends to (85/576)βA². This second limit belongs to the weak-wave expansion: at fixed A the gradient term grows with q and eventually cannot be dropped.

8. Reading the wave energies

Direct integration with the full kernel was carried out at the example's density, with b = 5.9 and C = 0.0093. For A = 0.05 and a wavelength of 0.2858 nm, the rough (111) plane spacing of lead, it gives 0.048 meV per electron, and (7) gives the same to two figures. At 1.4222 nm both values are 0.013 meV. For A = 0.3, doubling the wavelength from 40ℓ to 80ℓ lowers the energy by a factor of 3.85, close to the factor 4 of the long-wave law.

With the wavelength held at 0.2858 nm, stronger waves give these energies per electron:

A = 0.3: 1.8 meV in full; 1.7 meV from (7)
A = 0.5: 5.9 meV in full; 4.8 meV from (7)
A = 0.9: 42.7 meV in full; 15.5 meV from (7)

At A = 0.9 the calculation with C = 0 gives 19.6 meV, so the gradient term accounts for 23.1 meV of the 42.7 meV. It increases ω₀ and hence g, which weakens the attraction. The constant β stays the same and is no longer fully compensated.

Set beside real lead, the density and the plane spacing are of the right size, but the uniform density is an idealization. Ion cores and bonding make the real density uneven. This does not change β, which depends on b alone, but it moves the nonlocal energy away from zero. In the model waves with this plane spacing, the shift runs from about 2 meV per valence electron at A = 0.3 to 43 meV at A = 0.9. These waves are not the density of lead and the cores are absent, so the range indicates sensitivity and does not predict the energy of the metal.

9. Consequences for adhesion calculations

For two particles with NA and NB electrons that exchange none with a reservoir, the constant cancels:

β(NA + NB) − βNA − βNB = 0.

A change of β also adds only a uniform shift to the potential, which leaves the density at fixed electron number unchanged. The attraction comes from the pair term. When R is much larger than ℓ at both points, κ can be neglected and

Φ ≈ −3 / [2ω₀ω₀′(ω₀ + ω₀′)R⁶].

The vanishing energy of the infinite uniform gas is thus compatible with attraction between separate bodies. The condition fixes the energy of one reference system and does not switch off the kernel.

In an implementation, β should be computed from the b in use by equation (4) and not stored as a separate number. It multiplies the integral of the total density, without the factor ½ of the pair term. A useful check is to feed the pair routine a constant density with zero gradient: the result per electron must approach −β as the integration radius grows, with a relative shortfall close to 16ℓ³/(3πR³) once R is much larger than ℓ. Repeating the check at a second density also exposes a wrong power of n in κ, which agreement at one density could hide. The numerical output below gives the values used here.

Calculated quantities

```
VV10 constant beta from b
b =  5.9: beta = 0.004971 hartree = 135.26 meV
b =  6.0: beta = 0.004847 hartree = 131.89 meV
b = 10.0: beta = 0.002253 hartree = 61.30 meV
largest relative misfit, 16 pairs (n, b): 4.4e-16
kappa ~ n^0.0000: pair energy ~ n^+0.2500
kappa ~ n^0.1667: pair energy ~ n^-0.0000
kappa ~ n^0.3333: pair energy ~ n^-0.2500
Example: uniform gas at the mean valence density of fcc Pb
parameters: b = 5.9, C = 0.0093
lattice constant (rough) = 0.495 nm
valence electrons per atom = 4
density = 131.9 nm^-3 = 0.01955 bohr^-3
Fermi velocity = 0.8334 atomic units
Fermi energy = 9.45 eV
plasmon energy = 13.49 eV
omega_p = 0.4956 atomic units
omega0 = 0.2862 atomic units
kappa = 8.268 atomic units
omega0*kappa = 2.3658 atomic units
length ell = 0.2844 nm
pair energy per electron (quadrature) = -135.26 meV
beta = 135.26 meV
|sum| below 1e-5 meV: True
Finite ball: radius, fraction of pair energy, residual at centre
R = 0.2844 nm: 0.50000, 67.629 meV
R = 1.0000 nm: 0.96603, 4.595 meV
R = 2.0000 nm: 0.99529, 0.637 meV
R = 5.0000 nm: 0.99969, 0.042 meV
residual at a sharp flat face = 67.63 meV
Density waves, energy per electron
(111) plane spacing = 0.2858 nm
k = q*ell at this spacing = 6.254
A = 0.05, wavelength 0.2858 nm: direct 0.04808 meV, second order 0.04795 meV
A = 0.05, wavelength 1.4222 nm: direct 0.01262 meV, second order 0.01255 meV
A = 0.3, (111) spacing: direct 1.834 meV, C = 0: 1.758 meV, second order 1.726 meV
A = 0.5, (111) spacing: direct 5.895 meV, C = 0: 5.059 meV, second order 4.795 meV
A = 0.9, (111) spacing: direct 42.731 meV, C = 0: 19.638 meV, second order 15.535 meV
A = 0.3, wavelength 40 ell: 0.01224 meV
A = 0.3, wavelength 80 ell: 0.00318 meV
ratio of these two = 3.853
```
